\section*{Gaussian pulses from active amplitude mode-locking as an oscillator eigenvalue problem}

\section*{From one round trip to a differential equation}

Q. You put a loss modulator in a laser cavity and drive it once per round trip. I accept that light passing when the loss is lowest is favoured. Why should that produce a definite pulse, and not one that gets shorter on every pass?

A. Because the gain medium opposes the shortening. A shorter pulse has a wider spectrum, and the wings of that spectrum are amplified less. To find where the two effects balance, follow the envelope $A$ through one round trip. Let $t$ be time within the round trip, measured from the instant of least loss, and let $T$ be slow time, which counts round trips of duration $T_R$. The modulator multiplies the field by
\begin{equation}
e^{-M(1-\cos\omega_M t)},\qquad \omega_M T_R=2\pi ,
\end{equation}
so $M$ is the modulation depth for the field amplitude. The other losses multiply it by $e^{-l}$. The gain line is homogeneous and Lorentzian, centred on the carrier. A component $e^{i\omega t}$ of the envelope is multiplied by $e^{G(\omega)}$, with
\begin{equation}
G(\omega)=\frac{g}{1+i\omega/\Omega}
= g\left(1-\frac{i\omega}{\Omega}-\frac{\omega^2}{\Omega^2}+\frac{i\omega^3}{\Omega^3}+\dots\right).
\end{equation}
The real part is $g/(1+\omega^2/\Omega^2)$, so $\Omega$ is the angular half width of the line. I take $g$ to be constant within one round trip. That requires an upper level that lives much longer than $T_R$, and a pulse too weak to deplete it noticeably in one pass.

Q. The term linear in $\omega$ is imaginary. You cannot discard it just because it carries no gain.

A. It is a delay. On $e^{i\omega t}$ the factor $i\omega$ acts as $\partial_t$, so the term is $-(g/\Omega)\partial_t$, which turns $A(t)$ into $A(t-g/\Omega)$. I assume that the modulator period is tuned to the true round-trip time, this delay included. The quadratic term becomes, with $-\omega^2\to\partial_t^2$,
\begin{equation}
-\frac{g\omega^2}{\Omega^2}\;\to\; D\,\partial_t^2,\qquad D=\frac{g}{\Omega^2}.
\end{equation}
For a pulse short compared with $1/\omega_M$ the cosine can be expanded too:
\begin{equation}
M(1-\cos\omega_M t)\approx M_s t^2,\qquad M_s=\frac{M\omega_M^2}{2}.
\end{equation}

Q. You now have a product of exponentials whose exponents do not commute. How does that become one equation?

A. The constants $g$ and $l$ commute with everything, so they need not be small one by one. The two shaping terms must be small when they act on the pulse. Then
\begin{equation}
e^{-M_st^2}e^{D\partial_t^2}\approx 1+D\,\partial_t^2-M_st^2 ,
\end{equation}
and the order of the factors matters at second order in small quantities. Near steady operation $g-l$ is small as well, so $e^{g-l}\approx1+g-l$. The change of $A$ in one round trip is $T_R\,\partial A/\partial T$, which gives Haus's equation for this case:
\begin{equation}
T_R\frac{\partial A}{\partial T}=\left[g-l+D\frac{\partial^2}{\partial t^2}-M_st^2\right]A .
\label{master}
\end{equation}

\section*{The oscillator}

Q. The bracket resembles a Schr\"odinger operator, but there is no $i$ on the left. Is the resemblance more than cosmetic?

A. The eigenvalue problem is the same; the evolution differs. Put $A=u(t)\,e^{\lambda T/T_R}$ in (\ref{master}) and write $E=g-l-\lambda$:
\begin{equation}
-D\,u''+M_st^2u=E\,u .
\label{osc}
\end{equation}
The oscillator equation is $-(\hbar^2/2m)\psi''+\tfrac12m\omega^2x^2\psi=E\psi$. So $D$ stands for $\hbar^2/2m$ and $M_s$ for $m\omega^2/2$. Without the $i$, a mode grows or decays where a quantum state would rotate in phase. Slow time acts as imaginary time, and $E$ is a loss per round trip.

Q. Then solve it without borrowing the answer.

A. Set $t=\tau x$. Equation (\ref{osc}) becomes $-(D/\tau^2)\,u_{xx}+M_s\tau^2x^2u=Eu$. Choose $\tau$ so that the two coefficients are equal:
\begin{equation}
\frac{D}{\tau^2}=M_s\tau^2\equiv s
\;\Rightarrow\;
\tau=\left(\frac{D}{M_s}\right)^{1/4},\quad s=\sqrt{DM_s}.
\label{tau}
\end{equation}
Now define $a=(x+\partial_x)/\sqrt2$ and $a^\dagger=(x-\partial_x)/\sqrt2$. Since $x\partial_x-\partial_xx=-1$,
\begin{equation}
a^\dagger a=\tfrac12\left(x^2+x\partial_x-\partial_xx-\partial_x^2\right)
=\tfrac12\left(x^2-\partial_x^2-1\right).
\end{equation}
The operator in (\ref{osc}) is therefore $s(2a^\dagger a+1)$. In the same way $aa^\dagger=\tfrac12(x^2-\partial_x^2+1)$, so $[a,a^\dagger]=1$.

Let $a^\dagger a\,u=\nu u$ with $u$ normalizable. Then $\nu\int|u|^2dx=\int|au|^2dx\ge0$. The commutator gives $a^\dagger a(au)=(\nu-1)au$, so each use of $a$ lowers $\nu$ by one. This would reach negative values unless some step gives zero, which happens when $\nu$ is a whole number $n\geq0$. Hence
\begin{equation}
E_n=(2n+1)s,\qquad \lambda_n=g-l-(2n+1)\sqrt{DM_s}.
\end{equation}
The lowest mode obeys $au_0=0$, that is $u_0'=-xu_0$, with the solution
\begin{equation}
u_0=e^{-x^2/2}=e^{-t^2/2\tau^2}.
\end{equation}
Applying $a^\dagger$ repeatedly gives Hermite polynomials times this Gaussian.

Q. Normalizable on an infinite line? Your cavity has a finite round trip.

A. The real problem is periodic in $t$. The infinite line is a good substitute when $\tau\ll T_R$, because the low modes are then exponentially small long before the next modulation minimum.

Q. And what does the equality of coefficients mean physically?

A. In the Gaussian, $\langle t^2\rangle=\tau^2/2$ and $\langle\omega^2\rangle=1/2\tau^2$. The modulator costs $M_s\tau^2/2=s/2$ per round trip and the finite gain bandwidth costs $D/2\tau^2=s/2$. One cost rises as $\tau^2$ and the other as $\tau^{-2}$. Their balance fixes $\tau^4$, and this is the origin of the fourth root. Inserting $D$ and $M_s$ in (\ref{tau}),
\begin{equation}
\tau=\left(\frac{2g}{M\omega_M^2\Omega^2}\right)^{1/4}
=\left(\frac{2g}{M}\right)^{1/4}\frac{1}{\sqrt{\Omega\,\omega_M}} .
\label{width}
\end{equation}

\section*{Why the Gaussian survives}

Q. You have infinitely many modes. Why does the laser choose the lowest?

A. Because the gain saturates. In steady operation no mode may have positive net gain. If mode $n>0$ were held at $\lambda_n=0$, the Gaussian would have $\lambda_0=2ns>0$ and would grow. So the gain settles at $\lambda_0=0$, and then $\lambda_n=-2ns$: every other mode decays.

Q. That treats $g$ as clamped. With a slow gain medium, energy and gain can chase each other. Could the pulse train be unstable in that way?

A. Not in this model. Measure the pulse energy $W$ in units such that the steady gain is $g_0/(1+W)$, where $g_0$ is the small-signal gain, and let the upper level live for $N$ round trips. With $\theta=T/T_R$,
\begin{align}
\frac{dW}{d\theta}&=2h(g)W, & h(g)&=g-l-\frac{\sqrt{gM_s}}{\Omega},\\
\frac{dg}{d\theta}&=\frac{g_0-g-gW}{N}.
\end{align}
Here $h$ is $\lambda_0$ with $D=g/\Omega^2$ inserted, and the factor 2 appears because energy is quadratic in $A$. Higher modes are orthogonal to the Gaussian, so a small admixture changes $W$ at second order and drops out of the linearized pair. At the steady state $h=0$ the Jacobian is
\begin{equation}
J=\begin{pmatrix}0&2h'W\\-g/N&-(1+W)/N\end{pmatrix}.
\end{equation}
Its trace is $-(1+W)/N<0$ and its determinant is $2h'Wg/N$. With $b=\sqrt{M_s}/\Omega$ we have $h'=1-b/(2\sqrt g)$. The condition $h=0$ reads $g=l+b\sqrt g$, so $g>b\sqrt g$ and $\sqrt g>b$. Thus $h'>\tfrac12$, the determinant is positive, and small disturbances die out.

Q. That is linear. Does a laser starting from noise get there?

A. Here is one numerical case, in an arbitrary time unit: $l=0.1$, $\Omega=10$, $M_s=0.1$, $g_0=0.3$, $N=50$. I started from random complex noise and applied the parabolic modulator in time and the parabolic gain filter in frequency, by fast Fourier transform, for 4000 round trips, with the gain obeying the rate equation. The run ended at $g=0.11051$ and $\tau=0.32422$. The condition $h=0$ with (\ref{tau}) gives $0.11051$ and $0.32423$. One run is an illustration, not a proof for every start.

\section*{How good is the fourth-root law?}

Q. I see a gap. Equation (\ref{width}) contains $g$, and $g$ depends on $M$ through the threshold condition. So $\tau\propto M^{-1/4}$ is not strictly true when I turn up the modulator.

A. Correct. Within (\ref{master}) the law is strict at fixed saturated gain. At fixed loss, put $y=\sqrt g$. The threshold is $y^2-by-l=0$, with positive root
\begin{equation}
\sqrt g=\frac{b+\sqrt{b^2+4l}}{2},\qquad b=\frac{\omega_M}{\Omega}\sqrt{\frac M2}.
\label{thr}
\end{equation}
Differentiate the quadratic: $(2y-b)\,dy=y\,db$. Since $2y-b=\sqrt{b^2+4l}$,
\begin{equation}
\frac{d\ln y}{d\ln b}=\frac{b}{\sqrt{b^2+4l}} .
\end{equation}
Now $\ln g=2\ln y$ and $d\ln b/d\ln M=\tfrac12$, so $d\ln g/d\ln M$ has this same value. From (\ref{width}), $\ln\tau=\tfrac14(\ln g-\ln M)+\text{const}$ at fixed $\Omega$ and $\omega_M$, hence
\begin{equation}
\frac{d\ln\tau}{d\ln M}=-\frac14\left[1-\frac{b}{\sqrt{b^2+4l}}\right].
\label{expo}
\end{equation}
For $b\ll2\sqrt l$ this tends to $-\tfrac14$. In the opposite limit $g\to b^2$ and $\tau^4\to b^2/(\Omega^2M_s)=\Omega^{-4}$, so the width stops depending on $M$. But then the spectrum is nearly as wide as the gain line (its FWHM is 0.83 of the line's), and (\ref{master}) no longer describes a laser.

Q. Is there a case where the correction is visible?

A. Take $l=0.1$ and $b^2=0.05$. The fraction in (\ref{expo}) is $\sqrt{0.05/0.45}=1/3$, so the exponent is $-1/6$. Solving (\ref{osc}) by finite differences, with $g$ adjusted to threshold at two nearby depths, gives $-0.1667$. This case probes the equation and lies outside the regime of narrow spectra.

\section*{Numbers}

Q. Give me a laser, with units.

A. Take rough values in the regime of a diode-pumped neodymium laser near 1064 nm: a gain line of 120 GHz full width, modulation at 100 MHz, $M=0.2$ and $l=0.1$. Then $\Omega=\pi\times0.120=0.3770$ rad/ps, $\omega_M=6.283\times10^{-4}$ rad/ps and $T_R=10$ ns (a linear cavity of 1.5 m optical length). Equation (\ref{thr}) gives $g=0.1002$, barely above the loss. Next,
\begin{align}
D&=\frac{0.1002}{0.3770^2}=0.705\ \mathrm{ps^2},\\
M_s&=0.1\,(6.283\times10^{-4})^2=3.95\times10^{-8}\ \mathrm{ps^{-2}},\\
\tau&=(D/M_s)^{1/4}=65.0\ \mathrm{ps}.
\end{align}
The intensity is $e^{-t^2/\tau^2}$. It falls to half at $t=\pm\tau\sqrt{\ln2}$, so the full width at half maximum (FWHM) is $2\sqrt{\ln2}\,\tau=108$ ps. The spectral intensity is $e^{-\omega^2\tau^2}$, with FWHM $\sqrt{\ln2}/(\pi\tau)$ in frequency. The product of the two widths is $2\ln2/\pi=0.441$, which makes the spectrum 4.08 GHz wide, far narrower than the line.

Q. The shaping must be feeble.

A. It is: $s=1.67\times10^{-4}$ per round trip. The slowest competing mode, $n=1$, needs $1/2s\approx3000$ round trips, or 30 $\mu$s, for its amplitude to fall by a factor $e$ once the gain has settled. The pulse is set by small effects repeated many times.

Q. Then small neglected terms may matter too. What do the truncated expansions cost?

A. Apart from numerical factors, the next even terms are of relative size $(\omega_M\tau)^2$ and $1/(\Omega\tau)^2$, each $1.7\times10^{-3}$ here. With those factors, averaging over the Gaussian changes the modulator cost by about 0.02\% and the bandwidth cost by about 0.25\%. The cubic gain term is larger, of relative size $1/(\Omega\tau)\approx0.04$, but it is odd in $\omega$. Its average over the symmetric spectrum vanishes, so to first order it leaves the loss of the mode unchanged. At second order it is as large as the even terms: it raises the loss by about 0.11\% of $s$ and widens the pulse by about 0.1\%, which cancels much of what the quartic gain term does. It does shift the pulse towards earlier times, its centroid by about 2.0 ps and its peak by about 2.7 ps.

For the sum of all these effects I diagonalized the complete round trip as a matrix in 301 axial modes, with the full cosine and the full Lorentzian, less its linear delay. At the same $g$ and for several depths, the pulse leaving the gain medium has these widths:
\begin{center}
\begin{tabular}{ccc}
$M$ & FWHM, matrix (ps) & FWHM, (\ref{width}) (ps)\\
0.05 & 153.04 & 153.07\\
0.20 & 108.17 & 108.24\\
0.80 & 76.44 & 76.53
\end{tabular}
\end{center}
A sixteenfold depth halves the pulse. A power law fitted to the matrix widths at five depths from 0.05 to 0.80 has exponent $-0.2504$. It is slightly steeper than $-\tfrac14$ because the shortfall against (\ref{width}) grows from 0.02\% to 0.13\% across the table. At fixed loss, (\ref{expo}) gives $-0.2498$ at $M=0.2$. Both departures are negligible here.

\section*{Timing, and the real laser}

Q. You assumed perfect tuning of the modulator. With shaping of $10^{-4}$, I doubt that this is harmless.

A. Your doubt is justified. Let the pulse arrive late by $\delta$ on each round trip, which adds $-\delta\,\partial_tA$ to the right of (\ref{master}). Substitute $A=e^{qt}u$:
\begin{equation}
DA''-\delta A'=e^{qt}\left[Du''+(2Dq-\delta)u'+(Dq^2-\delta q)u\right].
\end{equation}
With $q=\delta/2D$ the first derivative disappears and the constant is $\delta^2/4D-\delta^2/2D=-\delta^2/4D$. So $u$ obeys the old equation with extra loss $\delta^2/4D$. The pulse is $\exp(-t^2/2\tau^2+\delta t/2D)$. Completing the square shows that, at given $g$, it is a Gaussian of unchanged width centred at
\begin{equation}
t_0=\frac{\delta\tau^2}{2D}=\frac{\delta}{2s}.
\end{equation}
The slip is multiplied by the 3000 round trips of memory. A slip $\delta=2D/\tau$ moves the pulse by a full $\tau$ and adds a loss $D/\tau^2=s$, doubling the shaping loss. Here that slip is $2\times0.705/65.0=0.0217$ ps, or 21.7 fs. In a linear cavity it corresponds to a length error $c\delta/2=3.3\ \mu$m. The gain delay $g/\Omega$ is 266 fs, about twelve times larger, so it has to be tuned out. One warning: with slip the modes $e^{qt}u_n$ are no longer orthogonal. The adjoint of the lowest mode is centred at $-t_0$, and noise enters that mode with an excess factor $e^{2t_0^2/\tau^2}$ in energy: about 7 at $t_0=\tau$, 3000 at $2\tau$, and of order $10^{14}$ at $4\tau$. The shifted Gaussian should therefore be trusted only for shifts of order $\tau$.

Q. How near is all this to a real neodymium laser?

A. A linewidth of order 100 GHz and pulses of order 100 ps are realistic for such lasers. The loss $l=0.1$, which removes 18\% of the power per round trip, is high for a diode-pumped cavity. With $l=0.025$ and the rest unchanged, the model gives about 77 ps. Real crystals also warm up: a line 10\% broader, at the same loss, gives 103 ps instead of 108 ps. A real standing-wave crystal burns a spatial pattern into its gain, which this model omits and I have not sized.

Q. And the Kerr effect? A phase of $10^{-4}$ is easily reached.

A. Take 1 W of circulating power, a spot radius $w=0.2$ mm and a crystal of length $L=5$ mm, crossed twice and placed more than about 3 cm from either end mirror, so that the pulse does not overlap its own reflection inside it. The pulse energy is 10 nJ, and the peak power is $10\ \mathrm{nJ}/(\sqrt\pi\,\tau)=87$ W. With $n_2\approx7\times10^{-16}\ \mathrm{cm^2/W}$ the phase per round trip at the peak of the pulse, averaged over a Gaussian beam with the intensity as weight, is
\begin{equation}
\phi=\frac{2\pi}{\lambda}\,n_2\,\frac{87\ \mathrm W}{\pi w^2}\,2L=2.9\times10^{-6}\ \mathrm{rad},
\end{equation}
or $0.017\,s$. In a crystal set against an end mirror the pulse does overlap its reflection, and cross-phase modulation makes the phase about 2.5 times larger. Also, 1 W is low for a laser that delivers watts through a weak output coupler. With separate crossings the phase would equal $s$ at 58 W. In this example, where 18\% of the power is lost per round trip, that would take a small-signal gain about thirty times the threshold value if the pump matches the mode, and about fourteen times if the pumping is uniform across the beam, so read 58 W as a scale for comparison, not as an operating point. I added the Kerr term to (\ref{master}) and propagated it numerically to its steady shape, with $D$, $M_s$ and the pulse energy fixed. At $\phi=s$ the root-mean-square width is 0.3\% smaller and the FWHM 0.6\% smaller, while the root-mean-square spectral width is 2\% larger: the pulse has acquired a slight chirp. I make no claim for stronger phases.

Q. Last objection: you need constant gain. Does the pulse respect that?

A. At 1 W of circulating power, yes. For a rough cross-section $\sigma=3\times10^{-19}\ \mathrm{cm^2}$ the saturation fluence $hc/\lambda\sigma$ is 0.62 J/cm$^2$, while the pulse carries $8\times10^{-6}$ J/cm$^2$. Two crossings lower $g$ by about $2g$ times the ratio of these fluences, which is $0.015\,s$. This drop grows in proportion to the power: at 58 W it would be about $0.9\,s$. Even if all of that drop fell within the pulse, adding it to (\ref{master}) at fixed $D$ and $M_s$ would move the pulse earlier by $0.18\,\tau$ and change its root-mean-square width by only 0.1\%. The round trip is $5\times10^{-5}$ of a 200 $\mu$s gain lifetime. A semiconductor laser is different: its carriers live for roughly a nanosecond, so in a 10 ns cavity the gain would recover between pulses. Then $g$ depends on $t$, the potential in (\ref{osc}) is no longer a pure parabola, and neither the Gaussian nor the fourth-root law may be carried over without a new calculation.
